Silicon etching by fluorine atoms: Flamm's law and its first corrections

**1. Definitions and conventions**

Fluorine atoms etch silicon spontaneously, without ion bombardment. Let R be the speed at which the silicon surface recedes, n the number density of free fluorine atoms just above it, and T the common temperature of gas and silicon. Flamm's empirical law for the rate is

R = A n √T exp(−Tₐ/T),  (1)

A = 2.86×10⁻¹² Å min⁻¹ cm³ K^(−1/2),  Tₐ = 1248 K.

The two constants are empirical inputs. Kinetic theory will give them a meaning, but it will not predict them. The density n is that of free atoms, which in a plasma can differ greatly from the density of the feed gas. The surface is taken to be lightly doped silicon with no oxide or masking film; during steady etching it is not bare but carries a thin fluorinated layer, whose effect is absorbed in the constants. The law is a fit to measurements over a limited range, roughly 220 to 400 K and at high fluorine densities. Outside that range both the temperature dependence and the proportionality to n are extrapolations.

The algebra uses atomic units, and temperature appears as the energy τ = k_B T. Numbers are given in eV and Å, with times in seconds or minutes; the density keeps the cm⁻³ of the law's constant where that constant is used. With E = k_B Tₐ, equation (1) reads

R = B n √τ exp(−E/τ),  (2)

where B = A/√k_B, expressed in atomic units. The factor 1/√k_B appears because √T = √τ/√k_B.

Two small parameters are used for the surface reaction; Sections 7 and 8 introduce others for transport and for changes of temperature. The first is τ/E, which measures how cold the system is relative to the activation energy. The second is the fraction ε of arriving atoms that the surface consumes. Each gives a leading result and a first correction.

**2. The estimate at 300 K**

For n = 10¹⁵ cm⁻³ the three factors of equation (1) are

A n = 2860 Å min⁻¹ K^(−1/2),
√T = 17.32 K^(1/2),
exp(−1248/300) = exp(−4.160) = 0.01561.

Their product is

R = 2860 × 17.32 × 0.01561 ≈ 773 Å/min = 77 nm/min.

The exponential is the delicate factor. In energy units E = 0.1075 eV and τ = 0.02585 eV. If E changes by a small amount δE while A is kept, equation (2) gives

R(E + δE)/R(E) = exp(−δE/τ) ≈ 1 − δE/τ.

Rounding E to 0.108 eV raises it by about 0.0005 eV, so the rate should fall by about 0.0005/0.02585, or 2 percent. Direct evaluation gives 760 instead of 773 Å/min, a fall of 1.7 percent. The small difference comes mainly from the rounding of δE in this hand estimate. Rounding E alone therefore turns 77 nm/min into 76 nm/min. The two constants are fitted together and must be used as a pair: E = 0.108 eV with A = 2.91×10⁻¹² gives 773 Å/min again. For scale, a change of 0.005 eV in E at fixed A would move the rate by about 20 percent. The estimate should be read as roughly 77 nm/min. Rounding alone makes the last digit uncertain, and the experimental uncertainty of A and Tₐ, which is not included here, adds to this.

**3. Leading order: the arrival flux**

Suppose first that the surface consumes so few atoms that the gas next to it keeps a Maxwell distribution. Let v be the velocity component towards the surface and m the mass of a fluorine atom. The number of atoms arriving per unit area and time is

Γ = n ∫₀^∞ v √(m/2πτ) exp(−mv²/2τ) dv.

The factor v is present because faster atoms reach the surface from a thicker layer of gas in a given time. Substitute the normal kinetic energy w = mv²/2, for which v dv = dw/m:

Γ = n √(m/2πτ) (1/m) ∫₀^∞ exp(−w/τ) dw
  = n √(m/2πτ) (τ/m)
  = n √(τ/2πm).  (3)

This can be written with the mean speed v̄. Let c be the speed, and average it over the three-dimensional distribution:

v̄ = 4π (m/2πτ)^(3/2) ∫₀^∞ c³ exp(−mc²/2τ) dc.

With w = mc²/2 we have c² = 2w/m and c dc = dw/m, so the integral is

(2/m²) ∫₀^∞ w exp(−w/τ) dw = 2τ²/m².

Hence

v̄ = 8π (m/2πτ)^(3/2) τ²/m² = √(8τ/πm).

A quarter of this is √(8τ/16πm) = √(τ/2πm), and equation (3) becomes

Γ = n v̄/4.  (4)

At 300 K the mean speed is 5.782×10¹² Å/s. With n = 10⁻⁹ Å⁻³ the flux is

Γ = 10⁻⁹ × 5.782×10¹² / 4 ≈ 1446 Å⁻² s⁻¹.

**4. From flux to etch rate**

Let N be the number density of silicon atoms and x the number of fluorine atoms consumed per silicon atom removed. In unit time a unit area of surface loses NR silicon atoms, which costs xNR fluorine atoms. The supply of consumed atoms is εΓ. In a steady state the two are equal:

xNR = εΓ,  so  R = ε n v̄/(4xN).  (5)

Now compare this with equation (2). Since v̄ = √(8/πm) √τ, the arrival speed already supplies the factor √τ. If x and N are taken as independent of temperature, the remaining exponential must belong to ε:

ε = ε₀ exp(−E/τ).  (6)

Insert (6) into (5) and equate the result to (2):

ε₀ n √(8/πm) √τ exp(−E/τ)/(4xN) = B n √τ exp(−E/τ).

The common factors n, √τ and exp(−E/τ) cancel, leaving

ε₀ = 4xNB √(πm/8).  (7)

The empirical prefactor thus measures the reaction probability with its activation factor removed.

For the numbers, take SiF₄ as the product, so that x = 4. The silicon density is N = 0.04994 Å⁻³, and R = 12.89 Å/s. Equation (5) gives

ε = 4 × 0.04994 × 12.89 / 1446 ≈ 0.00178,
ε₀ = 0.00178 / 0.01561 ≈ 0.114.

About one arrival in 562 is consumed. If the surface reaction used only two fluorine atoms per silicon atom, the inferred probability would halve to 0.00089. The etch rate would be unchanged, because equation (1) fixes R without reference to x.

The cubic cell of silicon has edge a = 5.431 Å and holds eight atoms. Four atomic planes parallel to a cube face make up this height, so one layer is a/4 = 1.358 Å thick. Its removal takes on average

1.358 / 12.89 ≈ 0.105 s.

A count of the fluorine consumed while one whole cell is removed was tested and gives 32 atoms, as 8 × 4 requires. This checks the unit conversions behind equation (7), not the value of x, which was assumed.

**5. Where the exponential could come from**

Equation (6) was read off from an empirical law. One simple picture reproduces it. Suppose that an atom can react only if its normal kinetic energy exceeds E, and that it then reacts with fixed probability ε₀. The flux of such atoms is the integral of Section 3 with its lower limit raised to E:

Γ_normal(E) = n √(m/2πτ) (1/m) ∫_E^∞ exp(−w/τ) dw
      = n √(τ/2πm) exp(−E/τ).

Dividing by equation (3) gives the energetic fraction

f_normal = exp(−E/τ).  (8)

Within this model there is no correction in powers of τ/E. The factor v in the flux has turned the Gaussian velocity distribution into a pure exponential in energy.

The result changes if the total kinetic energy must exceed E. Let θ be the angle between the velocity and the surface normal. The arriving flux is weighted by c cos θ, and the integral of cos θ over the incoming half sphere is

2π ∫₀^(π/2) cos θ sin θ dθ = π.

The energetic flux is therefore

Γ_total(E) = nπ (m/2πτ)^(3/2) (2/m²) ∫_E^∞ w exp(−w/τ) dw.

Integration by parts gives

∫_E^∞ w exp(−w/τ) dw = τE exp(−E/τ) + τ ∫_E^∞ exp(−w/τ) dw
          = τ(E + τ) exp(−E/τ).

For E = 0 the same integral is τ². The fraction is the ratio of the two:

f_total = (1 + E/τ) exp(−E/τ)
    = (E/τ) exp(−E/τ) [1 + τ/E].  (9)

The second line is arranged for low temperature. The leading term is (E/τ) exp(−E/τ), and the first correction is τ/E relative to it. For this model the expansion ends there.

At 300 K the leading term is 4.160 × 0.01561 ≈ 0.0649. The correction adds 0.0156, giving 0.0805, in agreement with the velocity integral. It is 24 percent of the leading term, so the low-temperature form alone would be a poor estimate at room temperature.

For the same threshold E, the two pictures also predict different temperature dependences. Heating from 300 to 400 K at fixed n multiplies Flamm's rate by 3.267. The total-energy model with that threshold, matched to the law at 300 K, gives 2.608, about 20 percent less. This gap does not rule the model out, because its threshold need not equal E. With a threshold of 0.129 eV, chosen to match the slope of the law at 300 K, it stays within 3.5 percent of the law between 223 and 403 K. The normal-energy model was tested against the law at 220, 300, 400 and 500 K and agrees. That agreement confirms the algebra, but it does not establish the mechanism. A reaction activated by the thermal motion of the silicon surface can have the same factor exp(−E/τ).

**6. First correction for a consuming surface**

Equation (4) assumed equal numbers of atoms moving towards and away from the surface. Consumption removes some of the returning atoms. To find the first correction, assume that incoming atoms still form half of a Maxwell distribution at temperature T, and that atoms which do not react leave with the same thermal distribution of velocities.

Let n₊ be the density of incoming atoms alone and ε* the fraction consumed when this imbalance is included. The outgoing flux is 1 − ε* times the incoming flux. Since both groups have the same distribution of speeds and angles, their densities have the same ratio:

n = n₊ + (1 − ε*) n₊ = (2 − ε*) n₊.

A full Maxwell gas of density 2n₊ would have the same incoming half. By equation (4) the incoming flux is therefore

Γ* = (2n₊) v̄/4 = n v̄/[2(2 − ε*)]
  = (n v̄/4)/(1 − ε*/2).  (10)

For small ε* this becomes

Γ* ≈ (n v̄/4)(1 + ε*/2).

The correction is positive because n is held fixed. If fewer atoms return, more of the atoms present must be incoming.

The use of this correction depends on what is known. If ε* and n were given, the predicted etch rate would rise by the relative amount ε*/2. Here R is given by the empirical law, so the correction must not be added to R. It changes the probability inferred from R. The atom balance xNR = ε*Γ*, compared with equation (5), gives

ε = ε*/(1 − ε*/2).

Multiply by the denominator and collect the terms in ε*:

ε − εε*/2 = ε*,
ε = ε*(1 + ε/2),
ε* = ε/(1 + ε/2) ≈ ε(1 − ε/2).  (11)

With ε = 0.00178 the relative correction is 0.00089, or about 0.09 percent. This is far smaller than the 1.7 percent shift caused by rounding E, so the undisturbed flux is an adequate approximation here. The value rests on the assumed thermal distribution of the returning atoms. If only fast atoms react, as in the threshold picture of Section 5, and all others rebound elastically, the correction is smaller still, because fast atoms contribute less to the density for a given flux. On a surface that consumed every arriving atom, ε* = 1 and equation (10) would double the flux. The first-order form would give a factor of only 1.5, and the assumed incoming half-Maxwellian would itself need examination.

**7. When transport limits the rate**

The density at the surface may be lower than the density n_b farther away. Consider a flat layer of gas of thickness L, with fluorine diffusing through it with diffusion coefficient D. Assume a steady state, dilute fluorine, no creation or loss of atoms within the layer, and L much larger than the mean free path. The diffusive flux is then uniform and must equal the consumption:

D(n_b − n)/L = ε n v̄/4.

Here the small correction of Section 6 is neglected. Define the dimensionless number

K = ε v̄ L/(4D).

Multiplying the balance by L/D gives n_b − n = Kn, so

n = n_b/(1 + K).

Let R_b be the rate that equation (2) would give if the surface density were n_b. Since R is proportional to n,

R = R_b/(1 + K).  (12)

There are two limits. For K ≪ 1 the surface reaction is the bottleneck:

R ≈ R_b(1 − K).

The first correction is a relative loss K. For K ≫ 1 write 1/(1 + K) = (1/K)/(1 + 1/K) and expand:

R ≈ (R_b/K)(1 − 1/K).

The leading term follows from equation (5) with n = n_b:

R_b/K = [ε n_b v̄/(4xN)] × [4D/(ε v̄ L)] = D n_b/(xNL).

The reaction probability has cancelled. The surface now consumes whatever diffusion supplies, and the activation energy no longer controls the leading rate. The estimate of 77 nm/min refers to a known density at the surface. If 10¹⁵ cm⁻³ is instead the density away from the wafer, the estimate holds only when K is small. With the rough kinetic estimate D ≈ λv̄/3, where λ is the mean free path, K ≈ (3/4) ε L/λ, so for ε = 0.00178 the value K = 1 needs a layer about 750 mean free paths thick. For a layer of 1 cm at 300 K a hard-sphere estimate gives K of about 0.1 at a total pressure of 1 Torr and of order one at 10 Torr.

**8. Temperature dependence and its first correction**

Take the logarithm of equation (2) at fixed n:

ln R = ln(Bn) + (1/2) ln τ − E/τ.

Since d(−E/τ)/d ln τ = E/τ, the local exponent is

d ln R/d ln T = 1/2 + E/τ.  (13)

At 300 K this is 0.5 + 4.160 = 4.660. A finite difference of the law gives the same value.

To see how far this exponent can be used, let T₀ be the reference temperature, R₀ the rate there, τ₀ = k_B T₀, β = E/τ₀ and s = ln(T/T₀). Because τ = τ₀ exp(s), equation (2) gives

ln(R/R₀) = s/2 + β[1 − exp(−s)].

Expand the exponential as 1 − s + s²/2 − s³/6 + …:

ln(R/R₀) = (1/2 + β)s − βs²/2 + βs³/6 − …  (14)

The first term alone is a power law, R ≈ R₀(T/T₀)^(1/2+β). The second is its first correction. It is negative for heating and for cooling, because the local exponent falls as the temperature rises. Neglecting it requires βs²/2 ≪ 1. For large β this is a stronger condition than s ≪ 1.

For heating from 300 to 310 K, s = ln(310/300) = 0.03279. The power law gives

R/R₀ ≈ exp(4.660 × 0.03279) = exp(0.1528) ≈ 1.165.

The correction is −4.160 × 0.03279²/2 = −0.0022 in the logarithm, which changes the ratio to 1.162. The law gives 1.163 when evaluated without expansion; before rounding, the two values differ by only about 0.00003. A rise of 10 K therefore increases the rate by about 16 percent.

For heating to 400 K, s = ln(4/3) = 0.2877, and the expansion is under more strain. The leading logarithm is 4.660 × 0.2877 = 1.341, so the power law gives a ratio of 3.82. This is 17 percent above the law's 3.267. The correction to the logarithm is

−4.160 × 0.2877²/2 = −0.172.

The corrected ratio is exp(1.341 − 0.172) ≈ 3.22, about 1.5 percent below the law. The next term in (14), +0.0165, accounts for the sign and approximate size of this remaining error.

The apparent activation energy on a plot of ln R against 1/τ has a correction of its own. Since d(1/τ) = −dτ/τ²,

E_app = −d ln R/d(1/τ) = τ² d ln R/dτ = τ(1/2 + E/τ) = E + τ/2.  (15)

At low temperature the leading value is E, and the relative correction is τ/(2E). At 300 K the slope corresponds to 0.1075 + 0.0129 ≈ 0.120 eV, 12 percent above E.

This holds at fixed n. If the partial pressure p of fluorine atoms is fixed instead, the ideal-gas relation n = p/τ adds −ln τ to ln R. The exponent in (13) becomes −1/2 + E/τ = 3.660, and the apparent activation energy becomes E − τ/2 = 0.0946 eV. The sign of the first correction depends on which quantity is held fixed.

**9. Gas and silicon at different temperatures**

Equation (1) contains one temperature. In a plasma the gas may be hotter than the wafer, and the law then needs an additional physical assumption. Keep the silicon at 300 K and the fluorine density fixed, but heat the gas to 600 K. Assume first that atoms which do not react bounce off without exchanging energy with the silicon, so that arriving and returning atoms are both at 600 K.

If the silicon supplies the activation energy, the exponential keeps its 300 K value. The flux grows as the square root of the gas temperature, so the rate is multiplied by

√(600/300) = 1.414.

If the normal motion of the gas atoms supplies it, as in the threshold picture of Section 5, the exponential changes too. Since E/τ falls from 4.160 to 2.080, the factor is

√2 exp(4.160 − 2.080) = 1.414 × exp(2.080) ≈ 11.3.

If the returning atoms instead leave at 300 K, they are slower than the arriving ones. With almost no consumption the two fluxes are equal, so the returning atoms are √2 times as dense as the arriving ones. The arriving atoms then make up 1/(1 + √2) of the fixed density n instead of one half. Both factors are multiplied by 2/(1 + √2) = 0.828 and become 1.17 and 9.4.

In either case the two answers differ by a factor of eight, although both pictures reproduce the same law when the temperatures are equal. Flamm's law alone cannot choose between them. The estimate of 77 nm/min avoids this ambiguity because both temperatures are 300 K. The main values used in these notes are collected in the numerical output below.

Values computed for the example and the checks

```
Law constant A: 2.86e-12 angstrom/min cm^3 K^-1/2
Law constant Ta: 1248 K
Temperature: 300 K
F density: 1.0e+15 cm^-3 = 1.0e-09 angstrom^-3
Thermal energy kT: 0.02585 eV
Activation energy E: 0.1075 eV
E/kT: 4.160
A*n: 2860 angstrom/min K^-1/2
sqrt(T): 17.321 K^1/2
exp(-E/kT): 0.01561
Etch rate: 773.1 angstrom/min = 77.3 nm/min
Etch rate per second: 12.89 angstrom/s
Rate with E rounded to 0.108 eV: 759.6 angstrom/min
F atom mass: 18.998 u = 34631 electron masses
Silicon lattice parameter: 5.4310 angstrom
Silicon atom density: 0.04994 angstrom^-3
Mean F speed: 5.782e+12 angstrom/s
F arrival flux: 1445.6 angstrom^-2 s^-1
Prefactor B: 8.2626e-03 atomic units
Reaction prefactor eps0, x=4: 0.1141
Reaction probability at 300 K, x=4: 0.00178
Reaction probability at 300 K, x=2: 0.00089
Arrivals per consumed F atom, x=4: 562
F atoms consumed per cubic cell: 32.000
Layer thickness a/4: 1.358 angstrom
Time to remove one layer: 0.1054 s
Reacting fraction, normal-energy threshold: 0.01561
Reacting fraction, total-energy threshold: 0.08053
Rate ratio 400 K / 300 K, Flamm law: 3.267
Rate ratio 400 K / 300 K, total-energy model: 2.608
d ln R / d ln T, formula: 4.660
d ln R / d ln T, finite difference: 4.660
Rate ratio 310 K / 300 K: 1.163
600 K gas, surface-activated, rate ratio: 1.414
600 K gas, gas-activated, rate ratio: 11.32
```
